\section*{Bounds on the permittivity of an isotropic polycrystal from trial fields}

\section{A capacitor made of many small crystals}

A capacitor film is deposited as a polycrystal. Each grain is a crystal whose permittivity depends on the direction of the field, and neighbouring grains point in different directions. The capacitance measures one number, an effective permittivity. Averaging the crystal's permittivity over directions seems natural, but averaging its inverse seems equally natural, and the two give different answers. Neither is correct in general: the field generally changes from grain to grain, and the result depends on how the grains are arranged. The two averages do, however, enclose it.

Let the crystal have a relative permittivity tensor that is real, symmetric and positive definite, with principal values $\varepsilon_1,\varepsilon_2,\varepsilon_3$. If the polycrystal responds isotropically, with effective permittivity $\varepsilon_*$, then
\begin{equation}
\varepsilon_H\equiv\frac{3}{1/\varepsilon_1+1/\varepsilon_2+1/\varepsilon_3}\;\le\;\varepsilon_*\;\le\;\frac{\varepsilon_1+\varepsilon_2+\varepsilon_3}{3}\equiv\varepsilon_A .
\label{main}
\end{equation}

The response is taken as static, linear, local and lossless. Grains fill all space, there is no free charge inside, and strain does not couple to the field. SI units are used, and $\mathbf D$ denotes the electric displacement divided by $\varepsilon_0$, so that $\mathbf D=\boldsymbol\varepsilon\mathbf E$. Angle brackets are volume averages.

\section{First derivation: two minimum principles}

\subsection{The effective tensor as an energy}

Represent the material by a large periodic cell. For a prescribed mean field $\mathbf e$, the local field satisfies
\begin{equation}
\mathbf E=\mathbf e-\nabla\phi,\qquad \nabla\cdot(\boldsymbol\varepsilon\mathbf E)=0,\qquad \boldsymbol\varepsilon_*\mathbf e=\langle\boldsymbol\varepsilon\mathbf E\rangle ,
\label{cell}
\end{equation}
with $\phi$ periodic. The last relation defines the effective tensor $\boldsymbol\varepsilon_*$.

One identity carries the argument. Let $\psi$ be periodic and continuous, and let $\mathbf D$ be periodic and divergence-free. Inside each grain
\begin{equation}
\nabla\psi\cdot\mathbf D=\nabla\cdot(\psi\mathbf D)-\psi\,\nabla\cdot\mathbf D=\nabla\cdot(\psi\mathbf D).
\end{equation}
Integration turns the right side into surface terms. At a grain boundary, the terms from the two sides cancel, because $\psi$ and the normal component of $\mathbf D$ are continuous. On opposite faces of the cell they cancel by periodicity. Hence
\begin{equation}
\langle\nabla\psi\cdot\mathbf D\rangle=0 .
\label{orth}
\end{equation}
Taking $\psi=\phi$ gives
\begin{equation}
\langle\mathbf E\cdot\boldsymbol\varepsilon\mathbf E\rangle
=\mathbf e\cdot\langle\mathbf D\rangle-\langle\nabla\phi\cdot\mathbf D\rangle
=\mathbf e\cdot\boldsymbol\varepsilon_*\mathbf e .
\label{energy}
\end{equation}
Multiplied by $\varepsilon_0/2$, this is the mean energy density. The same step with two solutions, of mean fields $\mathbf a$ and $\mathbf b$, gives $\mathbf b\cdot\boldsymbol\varepsilon_*\mathbf a=\langle\mathbf E_b\cdot\boldsymbol\varepsilon\mathbf E_a\rangle$. This is unchanged when $\mathbf a$ and $\mathbf b$ are exchanged, so $\boldsymbol\varepsilon_*$ is symmetric. By (\ref{energy}) it is also positive definite, and its inverse exists.

\subsection{Upper bound}

Take a trial field $\mathbf E+\boldsymbol\delta$, where $\boldsymbol\delta$ is the gradient of a periodic function. It has the same mean $\mathbf e$ and is still curl-free, but it need not satisfy the divergence equation. Since $\boldsymbol\varepsilon$ is symmetric,
\begin{align}
\langle(\mathbf E+\boldsymbol\delta)\cdot\boldsymbol\varepsilon(\mathbf E+\boldsymbol\delta)\rangle
&=\langle\mathbf E\cdot\boldsymbol\varepsilon\mathbf E\rangle+2\langle\boldsymbol\delta\cdot\boldsymbol\varepsilon\mathbf E\rangle+\langle\boldsymbol\delta\cdot\boldsymbol\varepsilon\boldsymbol\delta\rangle\nonumber\\
&=\mathbf e\cdot\boldsymbol\varepsilon_*\mathbf e+\langle\boldsymbol\delta\cdot\boldsymbol\varepsilon\boldsymbol\delta\rangle .
\label{min}
\end{align}
The cross term vanishes by (\ref{orth}), and the last term is not negative. The true field therefore has the lowest energy among curl-free fields of the same mean.

The simplest trial field is the uniform one, $\mathbf E+\boldsymbol\delta=\mathbf e$. It is admissible, because $\boldsymbol\delta=\mathbf e-\mathbf E=\nabla\phi$. Equation (\ref{min}) becomes
\begin{equation}
\mathbf e\cdot\langle\boldsymbol\varepsilon\rangle\mathbf e=\mathbf e\cdot\boldsymbol\varepsilon_*\mathbf e+\langle\boldsymbol\delta\cdot\boldsymbol\varepsilon\boldsymbol\delta\rangle\;\ge\;\mathbf e\cdot\boldsymbol\varepsilon_*\mathbf e .
\label{up}
\end{equation}

\subsection{Lower bound}

Now prescribe the mean displacement $\mathbf d$. The true field has mean $\mathbf e=\boldsymbol\varepsilon_*^{-1}\mathbf d$, and (\ref{energy}) reads
\begin{equation}
\langle\mathbf D\cdot\boldsymbol\varepsilon^{-1}\mathbf D\rangle=\langle\mathbf D\cdot\mathbf E\rangle=\mathbf d\cdot\mathbf e=\mathbf d\cdot\boldsymbol\varepsilon_*^{-1}\mathbf d .
\end{equation}
Take a trial displacement $\mathbf D+\boldsymbol\eta$, with $\boldsymbol\eta$ periodic, divergence-free and of zero mean. The cross term is now
\begin{equation}
2\langle\boldsymbol\eta\cdot\boldsymbol\varepsilon^{-1}\mathbf D\rangle=2\langle\boldsymbol\eta\cdot\mathbf E\rangle
=2\langle\boldsymbol\eta\rangle\cdot\mathbf e-2\langle\boldsymbol\eta\cdot\nabla\phi\rangle=0 .
\end{equation}
The first part vanishes because $\boldsymbol\eta$ has zero mean, the second by (\ref{orth}). So
\begin{equation}
\langle(\mathbf D+\boldsymbol\eta)\cdot\boldsymbol\varepsilon^{-1}(\mathbf D+\boldsymbol\eta)\rangle=\mathbf d\cdot\boldsymbol\varepsilon_*^{-1}\mathbf d+\langle\boldsymbol\eta\cdot\boldsymbol\varepsilon^{-1}\boldsymbol\eta\rangle .
\label{dualmin}
\end{equation}
The uniform trial displacement $\mathbf d$ then gives
\begin{equation}
\mathbf d\cdot\boldsymbol\varepsilon_*^{-1}\mathbf d\le\mathbf d\cdot\langle\boldsymbol\varepsilon^{-1}\rangle\mathbf d .
\label{low}
\end{equation}
An upper bound on the inverse is a lower bound on the permittivity.

\subsection{From tensors to numbers}

Add (\ref{up}) for three perpendicular unit vectors, and do the same with (\ref{low}). The sums are traces. Rotating a grain does not change the trace of its tensor or of its inverse, so
\begin{equation}
\operatorname{tr}\boldsymbol\varepsilon_*\le\varepsilon_1+\varepsilon_2+\varepsilon_3,\qquad
\operatorname{tr}\boldsymbol\varepsilon_*^{-1}\le\frac1{\varepsilon_1}+\frac1{\varepsilon_2}+\frac1{\varepsilon_3}.
\label{traces}
\end{equation}
For an isotropic response the left sides are $3\varepsilon_*$ and $3/\varepsilon_*$, and (\ref{main}) follows. The distribution of orientations was not used.

If the response is not isotropic, let $\lambda_i$ be the eigenvalues of $\boldsymbol\varepsilon_*$. The Cauchy--Schwarz inequality gives $(\sum\lambda_i)(\sum1/\lambda_i)\ge9$, so $\operatorname{tr}\boldsymbol\varepsilon_*/3\ge3/\operatorname{tr}\boldsymbol\varepsilon_*^{-1}\ge\varepsilon_H$. The directional mean of the effective tensor still lies between the bounds. A single direction need not: a single crystal, measured along its axis of highest permittivity, exceeds $\varepsilon_A$.

\section{Second derivation: deviations from uniformity in a film}

This derivation starts from the capacitor itself and uses no minimum principle. A film of thickness $t$ lies between electrodes at $z=0$ and $z=t$, with potentials $V$ and $0$. It is periodic along its plane, which leaves out edge fields. The mean field is $F\hat{\mathbf z}$ with $F=V/t$, and the film permittivity is defined by $\varepsilon_f=\langle D_z\rangle/F$.

Write $\mathbf E=F\hat{\mathbf z}+\mathbf u$. The potential belonging to $\mathbf u$ is the true potential minus $V(1-z/t)$, so it vanishes on both electrodes. The integration by parts that led to (\ref{orth}) therefore has no electrode terms, and $\langle\mathbf u\cdot\mathbf D\rangle=0$. Substituting $\boldsymbol\varepsilon\mathbf u=\mathbf D-F\boldsymbol\varepsilon\hat{\mathbf z}$,
\begin{align}
\langle\mathbf u\cdot\boldsymbol\varepsilon\mathbf u\rangle
&=\langle\mathbf u\cdot\mathbf D\rangle-F\langle\hat{\mathbf z}\cdot\boldsymbol\varepsilon\mathbf u\rangle\nonumber\\
&=-F\left(\langle D_z\rangle-F\langle\varepsilon_{zz}\rangle\right)
=F^2\left(\langle\varepsilon_{zz}\rangle-\varepsilon_f\right).
\label{dev1}
\end{align}
The left side is not negative, so $\varepsilon_f\le\langle\varepsilon_{zz}\rangle$.

For the other side, write $\mathbf D=D_0\hat{\mathbf z}+\mathbf v$ with $D_0=\langle D_z\rangle=\varepsilon_fF$. From $\langle\mathbf u\cdot\mathbf D\rangle=0$ it follows that $\langle\mathbf E\cdot\mathbf D\rangle=FD_0$, and therefore $\langle\mathbf v\cdot\mathbf E\rangle=FD_0-D_0F=0$. With $\boldsymbol\varepsilon^{-1}\mathbf v=\mathbf E-D_0\boldsymbol\varepsilon^{-1}\hat{\mathbf z}$,
\begin{align}
\langle\mathbf v\cdot\boldsymbol\varepsilon^{-1}\mathbf v\rangle
&=\langle\mathbf v\cdot\mathbf E\rangle-D_0\langle\hat{\mathbf z}\cdot\boldsymbol\varepsilon^{-1}\mathbf v\rangle\nonumber\\
&=-D_0\left(F-D_0\langle(\boldsymbol\varepsilon^{-1})_{zz}\rangle\right)
=D_0^2\left(\langle(\boldsymbol\varepsilon^{-1})_{zz}\rangle-\frac1{\varepsilon_f}\right).
\label{dev2}
\end{align}
Together,
\begin{equation}
\frac1{\langle(\boldsymbol\varepsilon^{-1})_{zz}\rangle}\le\varepsilon_f\le\langle\varepsilon_{zz}\rangle .
\label{film}
\end{equation}
This holds at any thickness, with averages over the grains actually present.

Random orientation enters now. If $n_i$ are the direction cosines of $\hat{\mathbf z}$ along a grain's principal axes, then $\varepsilon_{zz}=\sum_i\varepsilon_in_i^2$ and $(\boldsymbol\varepsilon^{-1})_{zz}=\sum_in_i^2/\varepsilon_i$. When orientations are uniformly distributed by volume, the three averages $\langle n_i^2\rangle$ are equal. They add to one, so each is $1/3$, and (\ref{film}) becomes $\varepsilon_H\le\varepsilon_f\le\varepsilon_A$. In a film much thicker than its grains, the layers next to the electrodes lose weight and $\varepsilon_f$ approaches the bulk value $\varepsilon_*$, which gives (\ref{main}) again.

\section{How far apart the bounds are, and when they are reached}

For a uniaxial crystal with values $a,a,c$, the harmonic mean is $3ac/(a+2c)$, and
\begin{equation}
\varepsilon_A-\varepsilon_H=\frac{(2a+c)(a+2c)-9ac}{3(a+2c)}=\frac{2(c-a)^2}{3(a+2c)} ,
\label{gap}
\end{equation}
because the product in the numerator is $2a^2+5ac+2c^2$. The gap is of second order in the anisotropy, so for a weakly anisotropic crystal either mean is a good estimate. For $c\gg a$ the upper bound grows as $c/3$ while the lower one tends to $3a/2$, and the bounds say little.

By (\ref{up}), the upper bound for a direction is reached when the true field is uniform. By (\ref{dualmin}), the lower one is reached when the displacement is uniform. Both can be built from equal thirds of grains whose $c$ axes point along $x$, $y$ and $z$. If the grains are columns along $z$, a uniform field along $z$ produces no displacement across the column walls, so it solves the problem. If they are layers stacked along $z$, a uniform displacement does. With $a=90$ and $c=170$, numerical solutions gave 116.67 along the columns and 106.74 across the layers, the two means. These structures reach the bounds in one direction. An isotropic polycrystal can reach the upper bound too. Stack fine layers normal to $x$, two thirds with $c$ along $z$ and one third with $c$ along $y$, which gives principal values $a$, $\varepsilon_A$ and $(a+2c)/3$ along $x$, $y$ and $z$. Then stack much thicker layers of this material normal to $y$, half of them turned by $90^\circ$ about $y$: all three values become $\varepsilon_A$. The lower bound is not reached by an isotropic polycrystal. A sharper bound, known from the literature and not derived here, is $\left(\sqrt{c^2+8ac}-c\right)/2$, which is 109.5 for these values.

\section{A film with numbers}

Take $a=90$ and $c=170$, round values in the rough range of rutile titanium dioxide at room temperature. Rutile is centrosymmetric, so linear piezoelectric coupling is absent. Then
\begin{equation}
\varepsilon_H=\frac{3}{2/90+1/170}=106.74,\qquad \varepsilon_A=\frac{90+90+170}{3}=116.67 ,
\end{equation}
and (\ref{gap}) gives the difference as $2\cdot80^2/(3\cdot430)=9.92$. Judged by these two bounds alone, the midpoint is uncertain by about 4\% either way.

Solving (\ref{cell}) on a grid shows where particular structures fall. Four cells of 60 randomly oriented grains gave directional means from 112.7 to 113.1, with average 112.9. A second cell has full cubic symmetry, which makes its response isotropic: it is divided into six pyramids, each with its tip at the centre and a face of the cell as its base, and the $c$ axis in each is normal to that base. Voxels shared by two or three pyramids take the direction midway between their axes, and the central voxel is given the isotropic permittivity of the cell itself, as if it were filled with many much smaller copies. It gave 110.4 and 110.5 at two resolutions. The last digit depends on how the shared voxels are treated: averaging their tensors instead gives 110.9 and 110.8, and the two treatments approach about 110.6 as the grid is refined. The orientation average and isotropy thus leave the permittivity undetermined, and the arrangement of the grains matters.

The distance to the upper bound measures how uneven the field is. For unit mean field, (\ref{up}) says that $\langle\boldsymbol\delta\cdot\boldsymbol\varepsilon\boldsymbol\delta\rangle$, averaged over three directions, equals $116.67-112.88=3.79$ for the random grains. Since $\boldsymbol\varepsilon$ lies between 90 and 170 in every direction, $\langle\delta^2\rangle$ lies between $3.79/170=0.022$ and $3.79/90=0.042$. The root-mean-square deviation is 15 to 21\% of the mean field.

For a film of 500 nm, the capacitance per area is $\varepsilon_0\varepsilon_f/t$. The bounds are 1.89 and 2.07 fF/$\mu$m$^2$, and the random-grain value is 2.00 fF/$\mu$m$^2$. At 5 V the mean field is 0.10 MV/cm and the charge density is 1.00 $\mu$C/cm$^2$.

A film with few grains needs (\ref{film}) with its own averages. For one film of 12 grains these bounds were 110.7 and 121.8, and a finite-element solution gave 119.0. That is above $\varepsilon_A$, which is no contradiction, since 12 grains do not sample orientations evenly. The finite-element field is itself a trial field, so 119.0, from a mesh of $10^3$ elements, is an upper estimate for that film; refining the mesh threefold in each direction lowers it to 118.6, still above $\varepsilon_A$. The 500 nm capacitor is different: with a grain pitch of 25.5 nm and a side of 10 $\mu$m it holds about $3\times10^6$ grains. If they are independent and equal in volume, the sampling error of $\langle\varepsilon_{zz}\rangle$ is about 0.01.

\section{What a real film adds}

Grain boundaries are the first concern. Suppose cubic grains of 25 nm are separated by walls of 0.5 nm with permittivity $\varepsilon_w=30$, an assumed value, and give the grain interiors the single value $\varepsilon_g=112.88$. Better trial fields than uniform ones now pay off. Let $f=0.5/25.5$ be the wall fraction along a line through the grains, and $m=(1-f)^2$ the area fraction of grain in a plane that cuts them.

First let the trial displacement be $D_z=q(x,y)$, which is divergence-free. Its energy is $\langle q^2s\rangle$, where $s(x,y)$ is the average of $1/\varepsilon$ along $z$. At fixed mean, the minimum has $q\propto1/s$ and gives $\varepsilon_*\ge\langle1/s\rangle$. Next let the trial field be $E_z=g(z)$, which is curl-free. With $p(z)$ the in-plane average of $\varepsilon$, the same step gives $\varepsilon_*\le1/\langle1/p\rangle$. Explicitly,
\begin{equation}
\frac{m}{\frac{1-f}{\varepsilon_g}+\frac f{\varepsilon_w}}+(1-m)\varepsilon_w\;\le\;\varepsilon_*\;\le\;
\left[\frac{1-f}{m\varepsilon_g+(1-m)\varepsilon_w}+\frac f{\varepsilon_w}\right]^{-1}.
\end{equation}
The two sides are 104.09 and 104.23, and a numerical solution with walls one voxel thick, 104.19, lies between them. This narrow bracket belongs to the model with a single value inside the grains; with randomly oriented crystals between the same walls the result is about 0.4 lower, outside the bracket. Either way the walls lower the permittivity by about 8\%, to below $\varepsilon_H=106.74$. The theorem is intact, but the walls are an added phase, and bounds built from the crystal alone no longer apply.

Pores act in the same way. With 2\% of empty volume, the arithmetic bound is $0.98\cdot350/3+0.02=114.35$, and the harmonic bound falls to $1/(0.98/106.74+0.02)=34.27$. The second number is far too low for compact, scattered pores, but a flat gap that spans the film parallel to the electrodes can bring the permittivity down to about this value.

Texture shifts both bounds. If the $c$ axes favour the film normal, so that their mean squared cosine is 0.40 instead of $1/3$, (\ref{film}) gives 110.9 and 122.0.

The remaining effects were sized with rough assumed inputs. A temperature coefficient of $-8\times10^{-4}$ per kelvin and a rise of 60 K change the permittivity by $-4.8$\%. A cubic term $10^{10}$ V\,m$^5$/C$^3$ times the cube of the full displacement, added to the field, changes the small-signal value by $-0.3$\%. In one random cell the largest local field on the grid was 1.47 times the mean, or 0.15 MV/cm, about seven times below an assumed breakdown field of 1 MV/cm. This peak belongs to the grid used: where ideal grains meet at sharp edges, the calculated peak can keep growing as the grid is refined, so the factor of seven is not a safety margin; on a grid of $45^3$ instead of $27^3$ voxels the peak is 1.55 times the mean. At that local field, the exponent for tunnelling through a 1 eV barrier with the free-electron mass is over 400, so this path is negligible. Thermionic emission over the same barrier is not: with the free-electron Richardson constant and image-force lowering at an optical permittivity of about 7, it gives roughly $10^{-5}$ A/m$^2$ at 300 K and $10^{-2}$ A/m$^2$ at 360 K, against $10^{-3}$ A/m$^2$ from the conductivity assumed next. Leakage through defects is not covered. A conductivity of $10^{-10}$ S/m would rival the dielectric response below about 0.02 Hz. At 1 GHz the wavelength in the material is 28 mm, far above the film's dimensions, so retardation can be neglected there. Loss and any change of the permittivity with frequency are separate questions.

Beside memory capacitors, 500 nm is thick: they use films of roughly 10 nm or less, where a grain can span the film and the bulk value loses its meaning. The bounds (\ref{film}) then apply only if a local permittivity still describes the whole film and the averages include any layer of low permittivity at the electrodes. Bounds built from the crystal alone can fail, because such a layer takes up a larger share of a thinner film. The film must also be rutile. Titanium dioxide can grow as anatase, whose permittivity is several times ten, roughly, and the numbers above would then not apply. For a dense rutile film, the assumptions of clean boundaries and fixed temperature each cost, with the inputs above, about as much as the half-width of the bounds or more.

\section{What each derivation assumes}

Both derivations need a curl-free field, a divergence-free displacement, and a real, symmetric, positive definite local tensor. With loss, the permittivity is complex, the squared deviations are no longer real and positive, and both arguments stop.

They differ in how they treat orientation. The first assumes an isotropic response and lets the orientations be distributed in any way, because traces ignore rotation. The second assumes uniformly distributed orientations and does not need isotropy: flat or elongated grains may make the response depend on direction, yet each direction obeys the bounds. Random orientation and isotropic response are separate conditions, and either one suffices.

They also differ in setting and reach. The first refers to a bulk material with a well-defined effective tensor. The second refers to a film between electrodes and passes to the bulk by letting the thickness grow. Both give the distance to each bound as the energy of the deviations, the first through (\ref{up}) and (\ref{dualmin}), the second through (\ref{dev1}) and (\ref{dev2}). The second, however, compares the true field with a uniform one and stops there. The minimum principles accept any admissible trial field, which is what made the narrow bracket for the grain walls possible.

They also remain valid at strong anisotropy, where the bounds are wide. For a cell of 30 random grains with principal values 1, 5 and 40, the bounds are 2.45 and 15.33, and the directional mean solved on a coarse grid of $21^3$ voxels is 8.22. A grid of $33^3$ voxels gives the same value, but finite elements on $24^3$, which err on the high side, give 8.9. At such strong anisotropy the value still depends on the discretisation and is only a rough estimate for the continuous structure. The field and displacement problems were solved separately for this cell, and the product of the two resulting tensors differed from the unit tensor by less than $10^{-10}$ in every element. This confirms that the two problems were solved consistently on that grid; it does not measure the error of the grid itself. The numerical output below lists the main inputs and results.

\section*{Computed values}
\begin{verbatim}
Crystal permittivity a, a, c: 90, 90, 170
Lower bound (harmonic mean): 106.74
Upper bound (arithmetic mean): 116.67
Gap between bounds: 9.92
Cubic-symmetry cell, 27^3 grid: 110.38
Its eigenvalue spread: 0.0e+00
Its central field / mean field: 2.83
Spread with one crystal at the centre: 0.0298
Cubic-symmetry cell, 45^3 grid: 110.46
Random grains, trace/3, mean of 4 cells: 112.88
Random grains, lowest and highest cell: 112.72, 113.06
Columns, equal thirds, along columns: 116.67
Layers, equal thirds, across layers: 106.74
Biaxial test crystal: 1, 5, 40
Biaxial lower bound, trace/3, upper bound: 2.45, 8.22, 15.33
Largest duality error: 8.5e-11
12-grain film: lower, solved, upper: 110.71, 118.96, 121.80
Film thickness: 500 nm
Voltage: 5.0 V
Applied field: 0.10 MV/cm
Capacitance density, lower bound: 1.890 fF/um^2
Capacitance density, random grains: 1.999 fF/um^2
Capacitance density, upper bound: 2.066 fF/um^2
Charge density, random grains: 0.999 uC/cm^2
Grain body, wall thickness: 25.0, 0.5 nm
Assumed wall permittivity: 30
With walls: lower, solved, upper: 104.09, 104.19, 104.23
Assumed pore fraction: 2 %
With pores: lower, upper bound: 34.27, 114.35
Assumed texture, mean cos^2: 0.40
With texture: lower, upper bound: 110.87, 122.00
Capacitor side: 10 um
Grains in capacitor: 3.02e+06
Sampling error of mean eps_zz: 0.014
Assumed temperature coefficient: -8.0e-04 1/K
Assumed temperature rise: 60 K
Permittivity change on heating: -4.8 %
Assumed cubic coefficient in E(D): 1e+10 V m^5/C^3
Small-signal change from nonlinearity: -0.30 %
Peak local field / mean field, on grid: 1.47
Peak local field: 0.147 MV/cm
Assumed breakdown field: 1.0 MV/cm
Breakdown / peak local field: 6.8
Assumed tunnel barrier (free-electron mass): 1.0 eV
Tunnelling exponent at peak field: 465
Assumed conductivity: 1e-10 S/m
Conduction crossover frequency: 0.0159 Hz
Frequency for retardation check: 1 GHz
Wavelength in film material: 28.2 mm
\end{verbatim}
